# Ham reduction factors of the linear E x e Jahn-Teller defect: a program that tests the result

```python
# RESULT UNDER TEST: for an orbital doublet coupled linearly to one pair of
# vibrations (E x e Jahn-Teller problem) the Ham factors obey q = (1 + p)/2.
#   H = w[(Px^2+Py^2+Qx^2+Qy^2)/2 + k(Qx sz + Qy sx)],  E_JT = k^2 w/2
#   w = vibrational quantum (meV), S = E_JT/w, Q dimensionless
#   sx, sy, sz = Pauli matrices in the orbitals |x>, |y>
#   p = factor multiplying sy, q = factor multiplying sz and sx, both taken
#       inside the vibronic ground doublet
#   f, h = vibrational functions attached to (|x> +- i|y>)/sqrt(2)
# Quadratic coupling: (w g/2)[(Qx^2-Qy^2) sz - 2 Qx Qy sx].
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy import constants as const

SZ = np.array([[1.0, 0.0], [0.0, -1.0]])
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SY = np.array([[0.0, -1.0j], [1.0j, 0.0]])


def planar_mode(cutoff):
    """Cartesian oscillator pair with nx + ny <= cutoff."""
    states = [(nx, t - nx) for t in range(cutoff + 1) for nx in range(t + 1)]
    index = {s: i for i, s in enumerate(states)}
    size = len(states)
    qx, qy = np.zeros((size, size)), np.zeros((size, size))
    for (nx, ny), i in index.items():
        for q, target, n in ((qx, (nx + 1, ny), nx), (qy, (nx, ny + 1), ny)):
            if target in index:
                j = index[target]
                q[i, j] = q[j, i] = np.sqrt((n + 1) / 2)
    total = np.array([a + b for a, b in states], dtype=float)
    ny_values = np.array([b for a, b in states], dtype=float)
    return (sp.csr_matrix(qx), sp.csr_matrix(qy),
            sp.diags(total).tocsr(), sp.diags(ny_values).tocsr())


def hamiltonian(modes, cutoff, g=0.0, strain=0.0):
    """modes: list of (quantum, Jahn-Teller energy); returns H and parity."""
    single = planar_mode(cutoff)
    unit = sp.identity(single[0].shape[0], format="csr")

    def embed(op, place):
        out = sp.identity(1, format="csr")
        for i in range(len(modes)):
            out = sp.kron(out, op if i == place else unit, format="csr")
        return out

    size = unit.shape[0] ** len(modes)
    one = sp.identity(size, format="csr")
    H = sp.kron(strain / 2 * SZ, one, format="csr")
    ny_sum = np.zeros(size)
    for i, (quantum, jt) in enumerate(modes):
        qx, qy, total, ny = (embed(op, i) for op in single)
        k = np.sqrt(2 * jt * (1 - g) / quantum)
        H = H + quantum * sp.kron(np.eye(2), total + one)
        H = H + quantum * k * (sp.kron(SZ, qx) + sp.kron(SX, qy))
        if g:
            H = H + quantum * g / 2 * (sp.kron(SZ, qx @ qx - qy @ qy)
                                       - sp.kron(SX, qx @ qy + qy @ qx))
        ny_sum += ny.diagonal()
    parity = np.rint(np.concatenate([ny_sum, ny_sum + 1])).astype(int) % 2
    return H.tocsr(), parity


def lowest(H, levels=2):
    if H.shape[0] <= 1000:
        return eigh(H.toarray(), subset_by_index=[0, levels - 1])
    start = np.random.default_rng(1).standard_normal(H.shape[0])
    e, v = eigsh(H, k=levels, which="SA", v0=start, ncv=40)
    order = np.argsort(e)
    return e[order], v[:, order]


def doublet(modes, cutoff, g=0.0, strain=0.0):
    """Ground doublet from reflection-even and reflection-odd sectors."""
    H, parity = hamiltonian(modes, cutoff, g, strain)
    energies, vectors = [], []
    for sector in (0, 1):
        keep = np.flatnonzero(parity == sector)
        e, v = lowest(H[keep][:, keep])
        full = np.zeros((H.shape[0], 2))
        full[keep] = v
        energies.append(e)
        vectors.append(full)
    half = H.shape[0] // 2
    ex, ey = vectors[0][:half, 0], vectors[0][half:, 0]
    ox, oy = vectors[1][:half, 0], vectors[1][half:, 0]
    if ex @ oy + ey @ ox < 0:
        ox, oy = -ox, -oy
    q_all = np.array([ex @ ex - ey @ ey, oy @ oy - ox @ ox,
                      ex @ oy + ey @ ox])
    up = vectors[0][:, 1]
    return {"E": energies, "p": ex @ oy - ey @ ox, "q": q_all[0],
            "q_all": q_all,
            "f": ((ex + oy) + 1j * (ox - ey)) / 2,
            "h": ((ex - oy) + 1j * (ox + ey)) / 2,
            "q_excited": up[:half] @ up[:half] - up[half:] @ up[half:]}


def chain(S):
    """J = 1/2 tridiagonal problem, energy in units of the quantum."""
    size = int(4 * S + 200)
    m = np.arange(size)
    off = np.sqrt(2 * S) * np.sqrt(np.ceil(m[1:] / 2))
    e, v = eigh_tridiagonal(m + 1.0, off, select="i", select_range=(0, 0))
    weight = v[:, 0] ** 2
    return e[0], weight[::2].sum() - weight[1::2].sum(), weight[::2].sum()


def deficit(d):
    return (1 + d["p"]) / 2 - d["q"]


def check_symmetry(d, tol=1e-7):
    assert abs(d["E"][0][0] - d["E"][1][0]) < 1e-6
    assert np.ptp(d["q_all"]) < tol
    assert abs(deficit(d) - 2 * np.sum(d["f"].imag ** 2)) < tol


# Weak to strong coupling: full Cartesian problem against relation and chain
print("S=E_JT/quantum, p, q, (1+p)/2-q (Cartesian basis)")
for S in (0.05, 0.2, 0.5, 1.0, 2.0, 5.0, 10.0):
    d = doublet([(1.0, S)], 40)
    check_symmetry(d)
    e_chain, p_chain, q_chain = chain(S)
    assert abs(deficit(d)) < 1e-8
    assert abs(d["E"][0][0] - e_chain) < 1e-7
    assert abs(d["p"] - p_chain) < 1e-7 and abs(d["q"] - q_chain) < 1e-7
    print(f"  {S:5.2f}  {d['p']:.6f}  {d['q']:.6f}  {deficit(d):.0e}")

# Limits
for S in (0.002, 0.005):
    p = chain(S)[1]
    series = 1 - 4 * S + 16 * S**2
    assert abs(p - series) < 200 * S**3
    print(f"weak S={S}: p={p:.7f}, series={series:.7f}")
for S in (20.0, 40.0, 80.0):
    scaled = 16 * S**2 * chain(S)[1]
    assert abs(scaled - 1 - 1.5 / S) < 20 / S**2
    print(f"strong S={S:.0f}: 16 S^2 p={scaled:.5f}, 1+1.5/S={1+1.5/S:.5f}")

# Example: rough round values, regime of a doublet defect in diamond
quantum, jt, barrier = 75.0, 40.0, 10.0          # meV
so_bare, strain_bare = 0.1, 2.0                  # meV
S = jt / quantum
k = np.sqrt(2 * S)
modes = [(quantum, jt)]
base = doublet(modes, 28)
coarse = doublet(modes, 18)
check_symmetry(base)
assert abs(deficit(base)) < 1e-8
shift = max(abs(base[x] - coarse[x]) for x in "pq")
assert shift < 1e-6

# Conserved J = L + sy/2, and the angular momenta of f and h
qx, qy, _, _ = planar_mode(28)
ax, ay = np.sqrt(2) * sp.triu(qx).tocsr(), np.sqrt(2) * sp.triu(qy).tocsr()
L = 1j * (ay.T @ ax - ax.T @ ay)
J = sp.kron(np.eye(2), L) + sp.kron(SY / 2, sp.identity(L.shape[0]))
J = J.tocsr()
g = (barrier / jt) / (2 - barrier / jt)
H_lin = hamiltonian(modes, 28)[0]
H_warp = hamiltonian(modes, 28, g)[0]
assert abs(H_lin @ J - J @ H_lin).max() < 1e-8
assert abs(H_warp @ J - J @ H_warp).max() > 1e-2
assert np.linalg.norm(L @ base["f"]) < 1e-6
assert np.linalg.norm(L @ base["h"] - base["h"]) < 1e-6


# Adiabatic trough: radial minimum at each angle
def trough(g_value, angle):
    k_value = np.sqrt(2 * S * (1 - g_value))

    def lower(r):
        x, y = r * np.cos(angle), r * np.sin(angle)
        a = k_value * x + g_value / 2 * (x * x - y * y)
        b = k_value * y - g_value * x * y
        return quantum * (r * r / 2 + np.linalg.eigvalsh([[a, b], [b, -a]])[0])
    best = minimize_scalar(lower, bounds=(0.01, 4), method="bounded",
                           options={"xatol": 1e-8})
    return best.fun, best.x


angles = np.linspace(0, 2 * np.pi, 13)
flat = np.array([trough(0.0, a) for a in angles])
bent = np.array([trough(g, a)[0] for a in angles])
assert np.allclose(flat[:, 0], -jt, atol=1e-6)
assert np.allclose(flat[:, 1], k, atol=1e-4)
assert abs(bent.min() + jt) < 1e-6 and abs(np.ptp(bent) - barrier) < 1e-6
carbon_mass = 12 * const.atomic_mass
length = const.hbar / np.sqrt(carbon_mass * quantum * 1e-3 * const.e)

# Splittings in finite fields
H16 = hamiltonian(modes, 16)[0].toarray()
field = np.kron(SY, np.eye(H16.shape[0] // 2))
levels = np.linalg.eigvalsh(H16 + so_bare / 2 * field)
so_full = levels[1] - levels[0]
so_first = base["p"] * so_bare
assert abs(so_full / so_first - 1) < 1e-4
strained = doublet(modes, 28, strain=strain_bare)
strain_full = strained["E"][0][0] - strained["E"][1][0]
strain_first = base["q"] * strain_bare
assert abs(strain_full / strain_first - 1) < 1e-2
to_GHz = 1e-3 * const.e / const.h / 1e9

print(f"quantum={quantum} meV, E_JT={jt} meV, S={S:.4f}, k={k:.4f}")
print(f"trough radius (one C mass) = {k * length * 1e12:.2f} pm")
print(f"ground energy = {base['E'][0][0]:.3f} meV")
print(f"p={base['p']:.5f}, q={base['q']:.5f}, (1+p)/2={(1+base['p'])/2:.5f}")
print(f"basis shift of p,q (18 to 28 quanta) = {shift:.1e}")
print(f"spin-orbit: bare {so_bare} meV = {so_bare * to_GHz:.2f} GHz")
print(f"  p*bare = {so_first:.5f} meV = {so_first * to_GHz:.2f} GHz")
print(f"  full/first-order - 1 = {so_full / so_first - 1:.1e}")
print(f"strain: bare {strain_bare} meV, q*bare = {strain_first:.4f} meV")
print(f"  full splitting = {strain_full:.4f} meV")
print(f"  full/first-order - 1 = {strain_full / strain_first - 1:.1e}")
for other in (30.0, 50.0):
    _, p_o, q_o = chain(other / quantum)
    print(f"if E_JT={other} meV: p={p_o:.4f}, q={q_o:.4f}")

# Temperature of use: first excited vibronic doublet
gap = base["E"][0][1] - base["E"][0][0]
assert abs(base["E"][0][1] - base["E"][1][1]) < 1e-6
assert abs(base["q_excited"]) < 1e-6
kB = const.k / const.e * 1e3
print(f"first excited doublet at {gap:.2f} meV")
print(f"  its sz matrix element = {abs(base['q_excited']):.0e}")
for T in (77.0, 300.0):
    print(f"  population ratio at {T:.0f} K = {np.exp(-gap / (kB * T)):.2e}")
print(f"  ratio reaches 1% at {gap / (kB * np.log(100)):.0f} K")

# Neglected quadratic coupling
warped = doublet(modes, 28, g)
warped_coarse = doublet(modes, 18, g)
check_symmetry(warped)
warp_shift = max(abs(warped[x] - warped_coarse[x]) for x in "pq")
assert warp_shift < 1e-5 and deficit(warped) > 1e-6
excited = sorted(warped["E"][s][1] - warped["E"][s][0] for s in (0, 1))
print(f"warping: barrier {np.ptp(bent):.2f} meV, g={g:.4f}")
print(f"  p={warped['p']:.5f}, q={warped['q']:.5f}")
print(f"  (1+p)/2-q = {deficit(warped):.5f}, basis shift {warp_shift:.0e}")
print(f"  excited levels at {excited[0]:.2f} and {excited[1]:.2f} meV")

# Neglected second mode pair: same total E_JT and same total S
pair = [(60.0, jt / 2), (100.0, jt / 2)]
assert abs(sum(e / w for w, e in pair) - S) < 1e-12
two = doublet(pair, 9)
two_coarse = doublet(pair, 7)
check_symmetry(two, 1e-6)
two_shift = max(abs(two[x] - two_coarse[x]) for x in "pq")
assert two_shift < 1e-3 and deficit(two) > 1e-4
print(f"two mode pairs: {pair[0][0]} and {pair[1][0]} meV, "
      f"{pair[0][1]} meV each")
print(f"  p={two['p']:.5f}, q={two['q']:.5f}")
print(f"  (1+p)/2-q = {deficit(two):.5f}, basis shift {two_shift:.0e}")
print(f"  2*integral (Im f)^2 = {2 * np.sum(two['f'].imag ** 2):.5f}")

print("finished without a failed check")
```

Output:

```
S=E_JT/quantum, p, q, (1+p)/2-q (Cartesian basis)
   0.05  0.832863  0.916431  1e-16
   0.20  0.545701  0.772850  2e-16
   0.50  0.297017  0.648509  0e+00
   1.00  0.137212  0.568606  2e-16
   2.00  0.039547  0.519773  3e-16
   5.00  0.003698  0.501849  -2e-15
  10.00  0.000738  0.500369  -1e-15
weak S=0.002: p=0.9920634, series=0.9920640
weak S=0.005: p=0.9803914, series=0.9804000
strong S=20: 16 S^2 p=1.08177, 1+1.5/S=1.07500
strong S=40: 16 S^2 p=1.03910, 1+1.5/S=1.03750
strong S=80: 16 S^2 p=1.01914, 1+1.5/S=1.01875
quantum=75.0 meV, E_JT=40.0 meV, S=0.5333, k=1.0328
trough radius (one C mass) = 7.04 pm
ground energy = 14.256 meV
p=0.28030, q=0.64015, (1+p)/2=0.64015
basis shift of p,q (18 to 28 quanta) = 3.9e-16
spin-orbit: bare 0.1 meV = 24.18 GHz
  p*bare = 0.02803 meV = 6.78 GHz
  full/first-order - 1 = -9.9e-08
strain: bare 2.0 meV, q*bare = 1.2803 meV
  full splitting = 1.2801 meV
  full/first-order - 1 = -1.7e-04
if E_JT=30.0 meV: p=0.3566, q=0.6783
if E_JT=50.0 meV: p=0.2249, q=0.6125
first excited doublet at 44.81 meV
  its sz matrix element = 2e-15
  population ratio at 77 K = 1.17e-03
  population ratio at 300 K = 1.77e-01
  ratio reaches 1% at 113 K
warping: barrier 10.00 meV, g=0.1429
  p=0.30724, q=0.65358
  (1+p)/2-q = 0.00004, basis shift 9e-16
  excited levels at 36.63 and 57.49 meV
two mode pairs: 60.0 and 100.0 meV, 20.0 meV each
  p=0.28105, q=0.63797
  (1+p)/2-q = 0.00255, basis shift 3e-08
  2*integral (Im f)^2 = 0.00255
finished without a failed check
```
